# Why the energy through second order is not an upper bound

**Q.** I have a two-level problem, treated to second order. The energy came out at $-0.25$ eV, lower than the unperturbed value of zero. Since the correction comes from an improved wavefunction, I take it that the variational principle applies, so the exact ground energy must be at $-0.25$ eV or below. Is there anything wrong with that?

**A.** Your model is small enough to test the conclusion directly. How did you set it up?

**Q.** The Hamiltonian is $H=H_0+W$. The unperturbed states $|0\rangle$ and $|1\rangle$ have energies $0$ and $D=4$ eV, and the perturbation only couples them, with a real matrix element $V=1$ eV:

$$H=\begin{pmatrix}0&V\\V&D\end{pmatrix}.$$

I write the ground function as $|0\rangle+|\psi_1\rangle+\dots$, with all corrections orthogonal to $|0\rangle$, and the energy as $E_0+E_1+E_2+\dots$, where the index counts powers of $W$. At first order the Schrödinger equation gives

$$(H_0-E_0)|\psi_1\rangle=-(W-E_1)|0\rangle .$$

Here $E_0=0$ and $E_1=\langle0|W|0\rangle=0$. With $|\psi_1\rangle=c|1\rangle$, projection on $\langle1|$ gives $Dc=-V$, so $c=-V/D=-0.25$. Then

$$E_2=\langle0|W|\psi_1\rangle=Vc=-\frac{V^2}{D}=-0.25\ \text{eV}.$$

**A.** That is correct. Now find the exact ground energy, which I will call $\mathcal E$. The determinant of $H-\mathcal E$ must vanish:

$$(0-\mathcal E)(D-\mathcal E)-V^2=0\quad\Rightarrow\quad \mathcal E^2-D\mathcal E-V^2=0 .$$

The lower root is

$$\mathcal E=\frac D2-\sqrt{\frac{D^2}{4}+V^2}=2-\sqrt5=-0.23607\ \text{eV}.$$

The exact energy is above your second-order energy, by $0.0139$ eV. A true upper bound could not do that.

**Q.** Perhaps the coupling is too strong for second order. Would the order be restored at small $V$?

**A.** No. Solve the quadratic equation for its linear term, $D\mathcal E=\mathcal E^2-V^2$, divide by $D$, and move $-V^2/D$ to the left:

$$\mathcal E-\left(-\frac{V^2}{D}\right)=\frac{\mathcal E^2}{D}.$$

The right side is positive for every $V\neq0$, because $\mathcal E$ is then not zero. In this model the second-order energy lies below the exact one at any coupling strength. What weak coupling does is shrink the difference: inserting $\mathcal E\approx-V^2/D$ on the right gives $V^4/D^3$ to leading order.

The same equation shows the reason. Write it as $\mathcal E(\mathcal E-D)=V^2$ and divide by $\mathcal E-D=-(D+|\mathcal E|)$:

$$\mathcal E=-\frac{V^2}{D+|\mathcal E|}.$$

The exact lowering has the second-order form, but its denominator is measured from the lowered ground level up to the unperturbed upper level. Second order uses the smaller distance $D$ and so overshoots.

**Q.** I accept the algebra, but not yet the principle. The function $|0\rangle+|\psi_1\rangle$ is a legitimate trial function. How can its energy be below the exact ground energy?

**A.** Its energy is not below. The number you computed is not its energy. Since $\langle0|\psi_1\rangle=0$ and $H_0|0\rangle=E_0|0\rangle$, your sum is

$$\langle0|H\big(|0\rangle+|\psi_1\rangle\big)=E_0+E_1+\langle0|W|\psi_1\rangle=E_0+E_1+E_2 .$$

This has the old function on the left and the corrected function on the right. The variational principle concerns the Rayleigh quotient, with the same function on both sides and its norm in the denominator:

$$R=\frac{\langle t|H|t\rangle}{\langle t|t\rangle},\qquad |t\rangle=|0\rangle+|\psi_1\rangle .$$

For your model the numerator is

$$\langle t|H|t\rangle=2Vc+Dc^2=-\frac{2V^2}{D}+\frac{V^2}{D}=-\frac{V^2}{D}.$$

**Q.** That is my second-order energy again, this time with the same function on both sides.

**A.** Yes, but it has not been divided by the norm. The coupling contributes $-0.50$ eV, the population of the upper level costs $+0.25$ eV, and the squared norm is $1+c^2=1.0625$. Therefore

$$R=\frac{-V^2/D}{1+V^2/D^2}=-\frac{V^2D}{D^2+V^2}=\frac{-0.25}{1.0625}=-0.23529\ \text{eV}.$$

This is above $\mathcal E=-0.23607$ eV, as it must be.

**Q.** Why must it be?

**A.** Normalize any trial function and expand it in the exact eigenfunctions, with coefficients $a_k$ and exact energies $\mathcal E_k$, the lowest being $\mathcal E$. Then $\sum_k|a_k|^2=1$ and $R=\sum_k|a_k|^2\mathcal E_k$, so

$$R-\mathcal E=\sum_k|a_k|^2(\mathcal E_k-\mathcal E)\ge0 .$$

The argument needs real weights $|a_k|^2$ that are not negative and add up to one. The mixed element $\langle0|H|t\rangle$ has products of two different sets of coefficients in their place, and these can be negative.

In your example the exact upper level is at $4.23607$ eV, which is $4.47214$ eV above the ground level. The normalized trial function contains the exact upper state with weight $1.7304\times10^{-4}$. The product of the two is $0.00077$ eV, which is the amount by which $R$ exceeds $\mathcal E$.

**Q.** There is still the Hylleraas principle. It says that the second-order energy is the minimum of a functional. Does that not make it variational?

**A.** It is a minimum principle for a different quantity. For your model the Hylleraas functional is the numerator we just met, with $c$ left free. Completing the square gives

$$J(c)=2Vc+Dc^2=D\left(c+\frac VD\right)^2-\frac{V^2}{D}.$$

Its minimum is $-V^2/D$, at $c=-V/D$. An approximate $c$ therefore gives a value above $E_2$. That bounds $E_2$ from above and says nothing about which side of $\mathcal E$ the number $E_2$ is on.

The energy of the function $|0\rangle+c|1\rangle$ is $Q(c)=J(c)/(1+c^2)$. Setting the numerator of its derivative to zero gives

$$(2V+2Dc)(1+c^2)-2c(2Vc+Dc^2)=0 .$$

The terms in $c^3$ cancel, and what remains, divided by two, is $V+Dc-Vc^2=0$. The first row of the eigenvalue equation reads $Vc=\mathcal E$. Putting $c=\mathcal E/V$ into the condition and multiplying by $-V$ returns $\mathcal E^2-D\mathcal E-V^2=0$. The minimum of $Q$ is thus the exact energy, at $c=-0.23607$ instead of $-0.25$.

You can now see the order without solving anything. At the minimum of $Q$ the energy is negative, and $J=(1+c^2)Q$ is more negative still. The minimum of $J$ can only be lower again. In this model, where the perturbation has no diagonal elements and $J$ is the numerator of $Q$, dropping the norm is what takes the result below $\mathcal E$.

**Q.** Then is the quotient of the corrected function the only upper bound I have?

**A.** No. Any normalizable trial function provides one. The uncorrected function $|0\rangle$ has the quotient $\langle0|H|0\rangle=E_0+E_1$, so the energy through first order is an upper bound too. Here it is $0$ eV, which is safe but contains none of the lowering. At $V=1$ eV the quotient $R$ contains nearly all of it ($-0.2353$ of $-0.2361$ eV); the share falls as the coupling grows.

**Q.** How do the two second-order results compare as the coupling grows?

**A.** With $D=4$ eV and all energies in eV:

| $V$ | $-V^2/D$ | exact $\mathcal E$ | $R$ |
|---|---|---|---|
| 0.5 | −0.0625 | −0.0616 | −0.0615 |
| 1 | −0.2500 | −0.2361 | −0.2353 |
| 2 | −1.0000 | −0.8284 | −0.8000 |
| 4 | −4.0000 | −2.4721 | −2.0000 |

For weak coupling, set $x=V/D$ and expand the square root and the fraction:

$$\mathcal E=D(-x^2+x^4-2x^6+\dots),\qquad R=D(-x^2+x^4-x^6+\dots).$$

The second-order energy is too low by $Dx^4=V^4/D^3$, while $R$ is too high by $Dx^6=V^6/D^5$, both to leading order.

For strong coupling, $-V^2/D$ falls quadratically, the exact energy falls as $-V$, and $R$ levels off at $-D$. At $V=4$ eV the quotient is still an upper bound, but it lies $0.47$ eV above the exact energy. Being a bound does not make a number accurate.

**Q.** So I had the direction reversed, and the second-order energy is a lower bound?

**A.** That does not hold in general either. Your perturbation has no diagonal elements. Suppose it also shifts the two levels, by $w_0$ and $w_1$:

$$H=\begin{pmatrix}w_0&V\\V&D+w_1\end{pmatrix}.$$

Now $E_1=w_0$. The coefficient $c=-V/D$ and $E_2=-V^2/D$ are unchanged, because they contain only the unperturbed spacing. Measure the exact energy from the shifted lower level, $e=\mathcal E-w_0$, and let $d=w_0-w_1$ be the amount by which the perturbation brings the levels closer. The determinant condition is

$$(-e)(D-d-e)-V^2=0\quad\Rightarrow\quad e^2-(D-d)e-V^2=0 .$$

The product of the two roots is $-V^2$, so the lower root is negative and $e=-|e|$. Collecting $De+V^2$ on one side gives $De+V^2=e^2+de=|e|(|e|-d)$, and hence

$$\mathcal E-(E_0+E_1+E_2)=e+\frac{V^2}{D}=\frac{|e|\,(|e|-d)}{D}.$$

The second-order energy lies below the exact one if $|e|>d$ and above it if $|e|<d$.

**Q.** That condition contains the unknown $|e|$. Can it be stated in terms of the matrix elements?

**A.** Yes. The number $|e|$ is the positive root of $f(s)=s^2+(D-d)s-V^2$. This function is negative for $0\le s<|e|$ and positive for $s>|e|$. For positive $d$, then, $|e|>d$ means $f(d)<0$, and $f(d)=Dd-V^2$. For $d\le0$ the condition $|e|>d$ holds anyway. Both cases are covered by one statement for $V\neq0$: the second-order energy lies below the exact energy if and only if

$$w_0-w_1<\frac{V^2}{D}.$$

With your $D$ and $V$ the threshold is $0.25$ eV. Keep $w_0=0$ and lower $w_1$; energies are again in eV:

| $w_1$ | second order | exact $\mathcal E$ | $R$ |
|---|---|---|---|
| 0 | −0.2500 | −0.2361 | −0.2353 |
| −0.25 | −0.2500 | −0.2500 | −0.2500 |
| −1 | −0.2500 | −0.3028 | −0.2941 |

The second-order energy is the same in each row, while the exact energy moves from above it to below it. The determinant condition can also be written $e=-V^2/(D-d+|e|)$. Lowering the ground level widens the denominator by $|e|$, and the diagonal shifts narrow it by $d$. Second order ignores both changes.

**Q.** In the middle row all three energies agree. Is that an accident?

**A.** At the threshold the two changes cancel, so $e=-V^2/D$. The first row of the eigenvalue equation, $w_0+Vc=\mathcal E$, then gives $c=e/V=-V/D$. The first-order function is the exact eigenfunction there, and its quotient is the exact energy.

**Q.** In the last row $R$ is lower than the second-order energy. Where does the extra lowering come from?

**A.** From the third-order energy, which enters the quotient. This can be shown for any number of levels with a nondegenerate unperturbed ground state. Let $S=\langle\psi_1|\psi_1\rangle$ and expand the numerator of $R$:

$$\langle t|H|t\rangle=(E_0+E_1)+2E_2+\langle\psi_1|H|\psi_1\rangle .$$

In the last term write $H=(E_0+E_1)+(H_0-E_0)+(W-E_1)$. The first part gives $(E_0+E_1)S$. The first-order equation turns the second into $-\langle\psi_1|(W-E_1)|0\rangle=-E_2$.

The third part, $\langle\psi_1|(W-E_1)|\psi_1\rangle$, is the third-order energy. To see this, start from $E_3=\langle0|W|\psi_2\rangle=\langle0|(W-E_1)|\psi_2\rangle$ and use the first-order equation on the left, which gives $-\langle\psi_1|(H_0-E_0)|\psi_2\rangle$. The second-order equation is

$$(H_0-E_0)|\psi_2\rangle=-(W-E_1)|\psi_1\rangle+E_2|0\rangle ,$$

and its last term drops out because $\langle\psi_1|0\rangle=0$. Adding the parts and dividing by $1+S$,

$$R=E_0+E_1+\frac{E_2+E_3}{1+S}.$$

In the two-level model $E_3=c^2(w_1-w_0)=V^2(w_1-w_0)/D^2$. For $w_1=-1$ eV this is $-0.0625$ eV, and $R=(-0.25-0.0625)/1.0625=-0.2941$ eV.

If the whole perturbation is multiplied by a small factor $\lambda$, then $w_0-w_1$ shrinks as $\lambda$ and $V^2/D$ as $\lambda^2$. For $w_1\neq w_0$ and small enough $\lambda$, $|w_0-w_1|$ is large compared with $V^2/D$, $E_3$ is the leading error of the second-order energy, and its sign decides the side: negative $E_3$ puts the exact energy below, positive $E_3$ above. For $0<w_0-w_1<V^2/D$, $E_3$ is negative but the exact energy still lies above. In your original model $E_3$ is zero, and the fourth order decides.

**Q.** Do both cases occur with more than two levels?

**A.** They do. I took 400 random five-level models, with the lowest unperturbed level at $0$ and the other four drawn uniformly between $1$ and $5$ in some energy unit. The perturbation was the symmetric part of a matrix of normal random numbers with standard deviation $0.4$. Compared with numerical diagonalization, the second-order energy was below the exact one in 185 models and above it in 215. These counts belong to this one sample, and 400 models are too few to say which side is more common for this way of drawing them. They do show that both sides occur often, so neither is guaranteed. The quotient $R$ was never below the exact energy, as the proof requires.

**Q.** Then why not report $R$ every time and forget the second-order energy?

**A.** One reason is the extra matrix element $\langle\psi_1|W|\psi_1\rangle$. A more serious one appears for many systems at once. Take $N$ independent copies of your original model. The exact energy is $N\mathcal E$, and the second-order energy is $-NV^2/D$, also proportional to $N$. The first-order function is a sum of terms with one copy excited, so $S=NV^2/D^2$. The perturbation changes the state of one copy at a time and has no diagonal elements, so it cannot connect two such terms, and $E_3=0$. The quotient becomes

$$R_N=-\frac{NV^2/D}{1+NV^2/D^2}=-\frac{NV^2D}{D^2+NV^2},$$

which tends to $-D$ for large $N$, however many copies are added. It remains a valid upper bound, but its value per copy goes to zero. The second-order energy keeps the right proportionality and gives up the bound.

**Q.** So if two approximate calculations on the same Hamiltonian give different second-order energies, I cannot call the lower one better.

**A.** Not on that ground. For two Rayleigh quotients of the same Hamiltonian, the lower one is closer to the exact ground energy, because both lie above it. Second-order energies can lie on either side of it. If both numbers are values of the Hylleraas functional for the same $H_0$, the lower one is closer to $E_2$, but that does not make it closer to the exact energy; for that you need separate information about the errors.
